\section*{The longitudinal phonon of rutile along c from two permittivities}

\section{Problem}

Rutile, a tetragonal polymorph of TiO$_2$, owes its large static permittivity to soft infrared vibrations. For polarisation along the tetragonal $c$ axis, take the relative permittivities and the transverse optical wavenumber to be
\begin{equation}
\varepsilon_s=170,\qquad \varepsilon_\infty=8.4,\qquad \omega_T=172\ \mathrm{cm^{-1}} .
\end{equation}
Here $\varepsilon_s$ is the static value and $\varepsilon_\infty$ is the response of the electrons alone, with the ions held still. Show that rutile has one infrared mode polarised along $c$, and infer the frequency $\omega_L$ of its longitudinal partner, whose wave vector $\mathbf q$ also points along $c$.

All three inputs must refer to the same axis and the same temperature. The response is taken as linear, at zero bias, with harmonic ions and no damping. The wavelength is long compared with the unit cell. Angular frequencies and wavenumbers are proportional, so the symbol $\omega$ serves for both in ratios.

\section{A first estimate by scaling}

In the transverse mode the ions feel only a weak spring, of stiffness proportional to $\omega_T^2$. In the longitudinal mode their displacement also creates a macroscopic field that pulls them back. Let $S$ measure the strength with which the ions couple to a field. A static field displaces them in inverse proportion to the spring, so if the ions dominate the static response,
\begin{equation}
\varepsilon_s\sim \frac{S}{\omega_T^2}.
\end{equation}
The field that opposes a longitudinal displacement is proportional to the same coupling, but the electrons screen it by $\varepsilon_\infty$. If this field dominates over the spring,
\begin{equation}
\omega_L^2\sim\frac{S}{\varepsilon_\infty}\sim\omega_T^2\,\frac{\varepsilon_s}{\varepsilon_\infty}.
\end{equation}
The ratio of permittivities is about 20 and its square root about 4.5, so $\omega_L$ should lie near $770\ \mathrm{cm^{-1}}$. Two things were neglected: the electronic part of $\varepsilon_s$ and the spring in the longitudinal mode. The full solution must show what they cost.

\section{Exact solution of the one-mode model}

\subsection{Why there is one mode along c}

The unit cell holds two Ti atoms, equivalent by symmetry, and four equivalent O atoms. They all lie in the planes $z=0$ and $z=\tfrac12$, in units of the $c$ lattice constant. A mode with a dipole along $c$ must transform under the crystal symmetries as the coordinate $z$ does.

The mirror $z\to-z$ maps every atom onto itself, up to a lattice vector. It leaves displacements in the plane unchanged, whereas a pattern of type $z$ must change sign. In-plane displacements are therefore absent from the mode. For displacements $d_i$ along $z$, an operation that sends $z$ to $\pm z$ carries $d_i$ to the equivalent atom with that same sign. Since such operations connect all equivalent atoms, the pattern transforms as $z$ exactly when equivalent atoms have equal displacements. Two numbers remain, $d_{\rm Ti}$ and $d_{\rm O}$. One combination is the rigid translation of the crystal. The other, with the centre of mass at rest, is the single infrared mode. Its coordinate is $w=d_{\rm Ti}-d_{\rm O}$.

Perpendicular to $c$ the count differs. For each of the 16 symmetry operations $R$, multiply the number of unmoved atoms by the trace of $R$ and by $R_{xx}+R_{yy}$. The last factor vanishes except for the identity, the inversion, the half-turn about $z$ and the mirror $z\to-z$. These leave 6, 2, 2 and 6 atoms unmoved, so
\begin{equation}
\frac{6\cdot3\cdot2+2\cdot(-3)(-2)+2\cdot(-1)(-2)+6\cdot1\cdot2}{16}
=\frac{64}{16}=4 .
\end{equation}
Removing the translation leaves three degenerate pairs of infrared modes. The one-mode argument below therefore belongs to the $c$ axis.

\subsection{The permittivity}

Let $m$ be the reduced mass of the mode, $n$ the number of oscillators per volume, $Z$ the effective charge and $E$ the macroscopic field along $c$. To second order in $w$ and $E$, the energy density at given field is
\begin{equation}
U=\tfrac12 nm\omega_T^2w^2-nZwE-\tfrac12\varepsilon_0(\varepsilon_\infty-1)E^2 .
\end{equation}
The force on one oscillator is $-(1/n)\,\partial U/\partial w$, and the polarisation is $P=-\partial U/\partial E$. Hence
\begin{align}
m\ddot w&=-m\omega_T^2w+ZE,\\
P&=nZw+\varepsilon_0(\varepsilon_\infty-1)E .
\end{align}
The same $Z$ appears in both lines because both derive from one energy. For a time dependence $e^{-i\omega t}$, $\ddot w=-\omega^2w$, and the first line gives
\begin{equation}
w=\frac{Z}{m}\,\frac{E}{\omega_T^2-\omega^2}.
\end{equation}
Inserting this into $D=\varepsilon_0E+P=\varepsilon_0\varepsilon(\omega)E$ gives
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{S}{\omega_T^2-\omega^2},
\qquad S=\frac{nZ^2}{\varepsilon_0m}.
\label{eq:eps}
\end{equation}
At $\omega=0$ this must equal $\varepsilon_s$, which fixes the strength without any knowledge of $Z$ or $m$:
\begin{equation}
S=(\varepsilon_s-\varepsilon_\infty)\,\omega_T^2 .
\label{eq:S}
\end{equation}

\subsection{Transverse and longitudinal waves}

For a transverse wave, Maxwell's equations give $q^2E=\mu_0\omega^2D$. With $D=\varepsilon_0E+P$ and $\mu_0\varepsilon_0=1/c_0^2$, where $c_0$ is the speed of light,
\begin{equation}
E=\frac{\omega^2}{c_0^2q^2-\omega^2}\,\frac{P}{\varepsilon_0}.
\end{equation}
The field must be weak even against the soft spring, which requires $q\gg\sqrt{\varepsilon_s}\,\omega_T/c_0$, where $\sqrt{\varepsilon_s}\approx13$ here. The equation of motion then leaves the frequency $\omega_T$. This justifies the name given to that parameter.

For a longitudinal wave, $\mathbf E$ is parallel to $\mathbf q$. In the absence of free charge $\mathbf q\cdot\mathbf D=0$, and since $\mathbf D$ also lies along $c$, it vanishes. The field itself cannot vanish, because then $D=P=nZw$ would be nonzero. The condition is therefore $\varepsilon(\omega_L)=0$. Equations (\ref{eq:eps}) and (\ref{eq:S}) turn it into
\begin{align}
0&=\varepsilon_\infty+\frac{(\varepsilon_s-\varepsilon_\infty)\omega_T^2}{\omega_T^2-\omega_L^2},\\
\varepsilon_\infty(\omega_L^2-\omega_T^2)&=(\varepsilon_s-\varepsilon_\infty)\omega_T^2,
\label{eq:stiff}\\
\varepsilon_\infty\omega_L^2&=\varepsilon_s\omega_T^2 ,
\end{align}
where the terms $\varepsilon_\infty\omega_T^2$ cancel in the last step. This is the Lyddane--Sachs--Teller relation,
\begin{equation}
\omega_L=\omega_T\sqrt{\frac{\varepsilon_s}{\varepsilon_\infty}} .
\label{eq:lst}
\end{equation}

The same condition $D=0$ holds for uniform polarisation normal to a $c$-oriented film whose electrode charge does not vary. If the electrodes are instead short-circuited, touch the film directly and are ideal metals that screen at their very surface, the uniform field is zero and the frequency is $\omega_T$. Real electrodes screen over a small depth. If each acts as a vacuum gap of width $\lambda$ in series with a film of thickness $d$, zero voltage requires $d/\varepsilon(\omega)+2\lambda=0$, so $\omega^2=\omega_T^2+S/(\varepsilon_\infty+d/2\lambda)$. For an assumed $\lambda=0.03$ nm this gives 286, 209 and 180 cm$^{-1}$ at $d=5$, 20 and 100 nm. The material fixes the two limiting frequencies; the electrical boundary condition places the mode at one of them or, with real electrodes on a thin film, in between.

\subsection{The number}

\begin{equation}
\omega_L=172\ \mathrm{cm^{-1}}\times\sqrt{\frac{170}{8.4}}
=172\ \mathrm{cm^{-1}}\times4.4987
=773.8\ \mathrm{cm^{-1}} .
\end{equation}
With the inputs taken at face value, the answer is about $774\ \mathrm{cm^{-1}}$, or 96 meV. Even if every digit shown is significant, their rounding alone leaves an uncertainty of about $6\ \mathrm{cm^{-1}}$ either way.

\section{Comparison of the two}

The estimate and the solution have the same form; the small difference between 770 and 774 is rounding. Yet the estimate neglected two terms. Equation (\ref{eq:stiff}) shows that the field supplies the fraction
\begin{equation}
\frac{\omega_L^2-\omega_T^2}{\omega_L^2}=1-\frac{\varepsilon_\infty}{\varepsilon_s}=0.951
\end{equation}
of the longitudinal stiffness. Dropping the spring thus multiplies $\omega_L^2$ by 0.951. Replacing $S/\omega_T^2=\varepsilon_s-\varepsilon_\infty$ by $\varepsilon_s$ divides it by the same factor. The two errors cancel identically.

The physical picture behind the estimate is still limited to strong modes. In the opposite limit, $\varepsilon_s-\varepsilon_\infty\ll\varepsilon_\infty$, expanding the square root in (\ref{eq:lst}) gives
\begin{equation}
\omega_L-\omega_T\simeq\omega_T\,\frac{\varepsilon_s-\varepsilon_\infty}{2\varepsilon_\infty},
\end{equation}
and the spring supplies nearly all the stiffness.

\subsection{What softening does}

Dividing (\ref{eq:stiff}) by $\varepsilon_\infty$ and using (\ref{eq:S}) gives
\begin{equation}
\omega_L^2=\omega_T^2+\frac{S}{\varepsilon_\infty}.
\end{equation}
Suppose that cooling weakens the spring while $S$ and $\varepsilon_\infty$ stay fixed, and that $\varepsilon_s$ rises to a rough 250. Then (\ref{eq:S}) requires
\begin{equation}
\omega_T=172\ \mathrm{cm^{-1}}\times\sqrt{\frac{170-8.4}{250-8.4}}=140.7\ \mathrm{cm^{-1}},
\end{equation}
and $\omega_L$ becomes $767\ \mathrm{cm^{-1}}$, less than 1\% below its former value. The soft mode is soft in its transverse form; the longitudinal form is held up by the field. Combining the cold $\varepsilon_s=250$ with the warm $\omega_T=172\ \mathrm{cm^{-1}}$ would give $938\ \mathrm{cm^{-1}}$, which belongs to neither temperature.

\subsection{Several modes and other directions}

With $N$ modes, each adds a term $S_j/(\omega_{Tj}^2-\omega^2)$ to $\varepsilon$. Over a common denominator the numerator is a polynomial of degree $N$ in $\omega^2$, whose zeros are the $\omega_{Lj}^2$. Since $\varepsilon\to\varepsilon_\infty$ at high frequency in this model,
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty\prod_{j=1}^{N}\frac{\omega_{Lj}^2-\omega^2}{\omega_{Tj}^2-\omega^2},
\qquad
\frac{\varepsilon_s}{\varepsilon_\infty}=\prod_{j=1}^{N}\frac{\omega_{Lj}^2}{\omega_{Tj}^2}.
\end{equation}
The permittivities now fix a product and no single frequency. Perpendicular to $c$, take as assumed inputs, roughly like those of rutile, 190, 385 and 500 cm$^{-1}$ for the transverse modes, 370, 450 and 820 cm$^{-1}$ for the longitudinal ones, and 6.8 for the electronic permittivity. The product gives a static permittivity of 95, a number that belongs to these assumed inputs; 6.8, like 8.4, is close to a squared refractive index for visible light. Using (\ref{eq:lst}) with the lowest transverse mode would give about $710\ \mathrm{cm^{-1}}$, which matches none of the three longitudinal modes.

If $\mathbf q$ makes an angle $\theta$ with $c$, the field is still nearly parallel to $\mathbf q$ when $c_0q/\omega$ is large compared with $\sqrt{|\varepsilon_c|}$ and $\sqrt{|\varepsilon_a|}$, and $\mathbf q\cdot\mathbf D=0$ becomes
\begin{equation}
\varepsilon_c(\omega)\cos^2\theta+\varepsilon_a(\omega)\sin^2\theta=0,
\end{equation}
where $\varepsilon_c$ and $\varepsilon_a$ are the permittivities along and perpendicular to $c$. With the values above, the highest branch starts at $774\ \mathrm{cm^{-1}}$ for $\theta=0$, passes $797\ \mathrm{cm^{-1}}$ at $45^\circ$ and reaches $820\ \mathrm{cm^{-1}}$ at $90^\circ$.

\subsection{Damping and errors of the inputs}

A constant damping rate $\gamma$ replaces $\omega^2$ by $\omega^2+i\gamma\omega$ in (\ref{eq:eps}). The zero then obeys $\omega^2+i\gamma\omega=\omega_L^2$, so
\begin{equation}
\omega=\pm\sqrt{\omega_L^2-\gamma^2/4}-\frac{i\gamma}{2},\qquad |\omega|=\omega_L
\end{equation}
for $\gamma<2\omega_L$. The peak of the loss function $\mathrm{Im}(-1/\varepsilon)$ moves down by 0.3 cm$^{-1}$ for $\gamma=40\ \mathrm{cm^{-1}}$ and by 1.6 cm$^{-1}$ for $\gamma=100\ \mathrm{cm^{-1}}$. Damping that varies with frequency is not covered by this result.

The inputs matter more. With the others held fixed, raising $\omega_T$ by 5 cm$^{-1}$ raises $\omega_L$ by 22.5 cm$^{-1}$, and raising $\varepsilon_s$ by 10 raises it by 22.4 cm$^{-1}$.

\section{Beside real rutile}

The measured longitudinal frequency along $c$ is roughly 800 cm$^{-1}$, a few per cent above the inferred value. One suspect is $\varepsilon_\infty$, since 8.4 is close to the squared refractive index of rutile for visible light polarised along $c$. At phonon frequencies the electronic response is smaller. If 8.4 belongs to yellow light of 2.1 eV, and a single electronic resonance near 5 eV represents the electrons, the excess over 1 must be reduced by the factor $1-(2.1/5.0)^2$:
\begin{equation}
\varepsilon_\infty\simeq1+7.4\left[1-\left(\frac{2.1}{5.0}\right)^2\right]=7.09,
\end{equation}
which gives $\omega_L=842\ \mathrm{cm^{-1}}$. The correction has the right sign but overshoots. Its size depends on the assumed resonance: 4 and 6 eV give 889 and 819 cm$^{-1}$, and only a resonance near 8 eV would give 800 cm$^{-1}$. For a resonance between 4 and 6 eV, and with the other inputs unchanged, it does not by itself account for the measured value. In a polycrystalline film a further assumption can fail: the grains need not all have $c$ along the normal. For a wave at $45^\circ$ to $c$ in a large crystal, the shift found above is 23 cm$^{-1}$, or 3\% of $\omega_L$; it follows the assumed highest perpendicular mode, and is 15 or 28 cm$^{-1}$ if that mode lies at 805 or 830 instead of 820 cm$^{-1}$. Modes bound to the interfaces of a thin film obey other conditions and are not described by (\ref{eq:lst}). The numerical output below lists the inputs of the calculations and the computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Symmetry operations (without lattice shifts): 16
z-type representations incl. acoustic: 2
(x,y)-type representations incl. acoustic: 4
Infrared modes along c: 1
Infrared mode pairs perpendicular to c: 3
Worst relative error, one-mode law, 30 models: 2e-16
Worst relative error, product law, 60 models: 3e-15
Input static permittivity: 170
Input electronic permittivity: 8.4
Input transverse frequency: 172 cm^-1
Permittivity ratio: 20.238
Square root of ratio: 4.4987
Longitudinal frequency, formula: 773.8 cm^-1
Longitudinal frequency, zero of permittivity: 773.8 cm^-1
Longitudinal phonon energy: 95.9 meV
Field share of longitudinal stiffness: 95.1 %
Shift for +5 cm^-1 in transverse frequency: 22.5 cm^-1
Shift for +10 in static permittivity: 22.4 cm^-1
Yellow photon energy (rough): 2.1 eV
Electronic resonance (rough): 5.0 eV
Electronic permittivity corrected to low energy: 7.09
Longitudinal frequency with that value: 842 cm^-1
Cold static permittivity (rough): 250
Cold transverse frequency, fixed strength: 140.7 cm^-1
Cold longitudinal frequency, consistent: 767.4 cm^-1
False value from mixed temperatures: 938 cm^-1
Loss-peak shift for width 40 cm^-1: -0.26 cm^-1
Loss-peak shift for width 100 cm^-1: -1.62 cm^-1
Perpendicular transverse modes (rough): 190, 385, 500 cm^-1
Perpendicular longitudinal modes (rough): 370, 450, 820 cm^-1
Perpendicular electronic permittivity (rough): 6.8
Perpendicular static permittivity, product law: 95
Highest branch, q at 45 degrees to c: 797 cm^-1
One-mode law misused perpendicular to c: 709 cm^-1
\end{verbatim}
